\section*{Fractional charge on a distant molecular dopant is not partial doping}

\section*{A charge that does not go away}

\textbf{Q.} I put an ozone molecule 1 nm above graphene in a semilocal density-functional calculation. The molecule takes about a fifth of an electron. There is hardly any overlap at that distance, so this cannot be an artefact of dividing up a shared density. I conclude that ozone dopes graphene partially, by 0.2 holes per molecule.

\textbf{A.} You are right that dividing the density is not the difficulty. But the missing overlap counts against your conclusion. Write the Hamiltonian of channel C and molecule M as
\begin{equation}
H=H_C+H_M+V_{CM}+T_{CM}.
\end{equation}
Here $V_{CM}$ is the Coulomb interaction between them and $T_{CM}$ moves electrons across the gap. Let $N_M$ be the operator that counts electrons on M. The first two terms move electrons only within a fragment, and $V_{CM}$ depends on charge densities. All three leave $N_M$ unchanged, so when $T_{CM}\to0$,
\begin{equation}
[H,N_M]=0 .
\end{equation}
The eigenstates can then be chosen with a definite number of electrons on the molecule, and that number is an integer. A non-degenerate ground state has no other choice.

\textbf{Q.} Could the electron not be shared quantum mechanically, with probability 0.2 of being on the molecule?

\textbf{A.} That state has a fingerprint. Let $n$ be the number of extra electrons on M, with mean $f$ between 0 and 1. Since $n$ takes integer values, $n(n-1)\ge0$ in every outcome. Therefore $\langle n^2\rangle\ge f$, and
\begin{equation}
\langle n^2\rangle-\langle n\rangle^2\ge f-f^2=f(1-f).
\end{equation}
A fractional mean requires charge fluctuations. Without electron transfer, a superposition of $n=0$ and $n=1$ has the energy
\begin{equation}
(1-f)E_0+fE_1=E_0+f(E_1-E_0),
\end{equation}
because no term of $H$ connects the two parts. This is a straight line in $f$, and its minimum is at an end unless $E_1=E_0$. The exception is thus degeneracy, or in practice a splitting not much larger than the tunnel coupling.

\section*{The two energy balances}

\textbf{Q.} Which end wins for a real channel?

\textbf{A.} Take a large channel at zero temperature, so that removing one electron costs the work function $W$ and does not shift the Fermi level. The molecule returns its electron affinity $A$. In Hartree atomic units, an ion of charge $-q$ at distance $z$ from a metallic plane feels an attractive force $q^2/(2z)^2$ towards its image. Bringing it from infinity to $d$ changes the energy by
\begin{equation}
-\int_d^\infty\frac{q^2}{4z^2}\,dz=-\frac{q^2}{4d}.
\end{equation}
For one whole electron the cost of transfer is therefore
\begin{equation}
\Delta E=W-A-\frac1{4d}. \label{integer}
\end{equation}
If $\Delta E>0$ the molecule stays neutral; if $\Delta E<0$ it becomes an anion. I compare these two charge states only.

\textbf{Q.} And the semilocal calculation?

\textbf{A.} It assigns an energy $E(q)$ to a molecule with a fractional electron $q$ and minimises
\begin{equation}
F(q)=E(q)-E(0)+Wq-\frac{q^2}{4d}. \label{F}
\end{equation}
The image term is quadratic because the functional treats $q$ as a smooth charge. In the exact mixture it would be $-q/(4d)$, the weight $q$ times the image energy of a whole electron.

To differentiate $E$, let the orbitals $\phi_j$ have occupations $f_j$ and obey $h\phi_j=\varepsilon_j\phi_j$, where $h$ is the self-consistent one-electron Hamiltonian. Changing $f_i$ acts directly and through the orbitals:
\begin{align}
\frac{dE}{df_i}&=\langle\phi_i|h|\phi_i\rangle
+\sum_jf_j\left(\left\langle\frac{\partial\phi_j}{\partial f_i}\middle|h\middle|\phi_j\right\rangle+\text{c.c.}\right)\\
&=\varepsilon_i+\sum_jf_j\varepsilon_j\frac{\partial}{\partial f_i}\langle\phi_j|\phi_j\rangle=\varepsilon_i .
\end{align}
The sum vanishes because the orbitals stay normalised. This is Janak's relation. With $\varepsilon(q)$ the level that receives the electron, $F'(q)=0$ gives
\begin{equation}
\varepsilon(q)-\frac{q}{2d}=-W, \label{stationary}
\end{equation}
and this point is a minimum when
\begin{equation}
F''(q)=\frac{d\varepsilon}{dq}-\frac1{2d}>0 .
\end{equation}
If that holds throughout $0<q<1$, the minimum is fractional when $\varepsilon(0)<-W<\varepsilon(1)-1/(2d)$. The tunnel coupling appears nowhere. As $d\to\infty$ the solution tends to the root of $\varepsilon(q)=-W$, which has no reason to be an integer.

\textbf{Q.} Why should the level rise as it fills?

\textbf{A.} Freeze the orbitals and put $q$ electrons into $\phi$, in one spin channel. The Hartree energy contains the repulsion of this charge with itself,
\begin{equation}
\frac{q^2}{2}J,\qquad J=\iint\frac{|\phi(\mathbf r)|^2|\phi(\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .
\end{equation}
Exact exchange contributes $-q^2J/2$ and removes it. A semilocal exchange energy is built from the local density and its gradient, and in general cancels it incompletely. The remainder bends $E(q)$ upwards. Relaxation of the other orbitals bends it down, but in PBE for ozone the upward curvature wins, as the levels below show. This convexity is the delocalisation error: spreading an electron over two distant places lowers the energy when it should not.

\section*{Ozone and graphene in numbers}

\textbf{Q.} Show me that this accounts for my fifth of an electron.

\textbf{A.} I compute the molecule alone, with PBE in the 6-31+G* basis. The bond length is 1.27 \AA\ and the angle $117^\circ$; both are held fixed while $q$ varies. The channel enters through $W=4.5$ eV, a rough value for graphene. The frontier level is
\begin{center}
\begin{tabular}{lcccc}
$q$ & 0 & 0.25 & 0.50 & 1\\
$\varepsilon$ (eV) & $-6.206$ & $-3.962$ & $-1.780$ & $+2.356$
\end{tabular}
\end{center}
Simpson's rule on the first three values gives
\begin{equation}
\frac{0.5}{6}\left[-6.206+4(-3.962)-1.780\right]=-1.986\ \text{eV}.
\end{equation}
The difference of total energies $E(0.5)-E(0)$ is also $-1.986$ eV, which tests Janak's relation here.

A parabola through the same three points is
\begin{equation}
\varepsilon(q)=-6.206+9.100\,q-0.496\,q^2\ \text{eV}.
\end{equation}
At $d=1$ nm the image energy of one electron is 0.360 eV, so the image lowers the level by $2\times0.360\,q=0.720\,q$ eV. Equation (\ref{stationary}) becomes
\begin{equation}
-6.206+4.5+(9.100-0.720)q-0.496q^2=0,
\end{equation}
with the root $q=0.206$. A new self-consistent calculation at this charge meets the condition to within 0.001 eV. The energy there is 0.175 eV below that of the neutral molecule. These figures put the fraction in one spin channel; shared equally between the spins, as in an unpolarised calculation, it is 0.19 with a gain of 0.16 eV. Your calculation may well have found the true minimum of its functional.

\textbf{Q.} So it is converged. What happens further away?

\textbf{A.} At 2 nm $q=0.197$, at 5 nm it is 0.193, and at infinite distance 0.189. The small change comes from the image term; the rest is independent of distance. A molecule infinitely far from the sheet would still hold a fifth of an electron.

Now compare whole electrons within the same functional. For the anion I use a bond of 1.35 \AA\ and an angle of $115^\circ$, since a lasting charge lets the molecule relax. The PBE affinity is then 2.269 eV, and equation (\ref{integer}) gives
\begin{equation}
\Delta E=4.5-2.269-0.360=1.871\ \text{eV}.
\end{equation}
PBE itself says that a whole electron should not transfer. It prefers the fraction because its curve sags below the line joining its own endpoints.

\textbf{Q.} You used an anion whose level lies above zero. Is that state bound?

\textbf{A.} The objection is fair. At the neutral geometry the PBE frontier level at $q=1$ is $+2.356$ eV, above the vacuum level, and the finite basis helps to hold the electron. In the aug-cc-pVDZ basis this level is 0.09 eV lower, still far above zero. The PBE anion energy therefore needs a second opinion. The solution at $q=0.206$ does not have this defect, since its level lies well below zero.

\section*{Changing the suspected cause}

\textbf{Q.} Can you remove the fraction by removing the curvature?

\textbf{A.} LC-$\omega$PBE uses exact exchange at long range. With the neutral geometry, basis and $W$ unchanged, and starting from a spin-symmetric neutral molecule, the mean slope of the level between $q=0$ and $q=0.5$ falls from 8.85 to 0.60 eV per electron. The levels are $-2.86$ eV at $q=0$ and $-2.56$ eV at $q=0.5$, both far above the Fermi level at $-4.5$ eV. At 1 nm, half an electron costs 0.81 eV. With the anion geometry the affinity is 2.715 eV, and a whole electron costs
\begin{equation}
4.5-2.715-0.360=1.425\ \text{eV}.
\end{equation}
The anion level is now $-3.15$ eV, so this anion is bound. The two functionals differ by about 0.45 eV in the affinity, yet both put the integer answer at zero transfer.

LC-$\omega$PBE is not exact either, and it needs care with spin. Ozone has some diradical character. For the neutral molecule this functional has a second solution, with up and down spins partly separated in space, that lies 0.23 eV below the symmetric one. Measured from it, the affinity is 2.48 eV, half an electron at 1 nm costs 1.04 eV and a whole one 1.66 eV. The symmetric figures above therefore understate the cost, and the answer for graphene remains zero transfer. The small positive slope also belongs to the symmetric solution. On the lower one the level at $q=0$ is $-1.98$ eV, while at $q=0.5$ a start from it returns the state at $-2.56$ eV. Along the lowest branch the level thus falls as it fills, and $E(q)$ bends downwards on average over this range rather than lying straight. Look for such a solution before you quote an affinity. The numerical output at the end lists only the figures for the symmetric one.

\textbf{Q.} Then I can read every fractional charge as zero?

\textbf{A.} No. Keep the PBE curve and the large distance, but let the channel have $W=2.0$ eV. This is a hypothetical case, far below graphene. The condition
\begin{equation}
-6.206+2.0+9.100q-0.496q^2=0
\end{equation}
gives $q\simeq0.47$. The whole-electron cost is now $2.0-2.269=-0.27$ eV with the PBE affinity and $-0.72$ or $-0.48$ eV with LC-$\omega$PBE, counted from the symmetric or the lower neutral solution. The integer answer is a complete anion. The fraction tells you where a curved energy has its minimum; it neither rounds to the right integer nor gives the probability of charging.

\section*{An interacting case solved exactly}

\textbf{Q.} Your exact argument is formal. I should like to see an interacting system do this.

\textbf{A.} Take a dopant site at the end of a six-site chain with hopping 1 eV. Two electrons on the dopant repel with $U=2.5$ eV, and six electrons occupy the whole system. The empty dopant level lies $\delta=0.5$ eV below the highest filled chain level, which holds two electrons. At vanishing coupling the energies for moving zero, one or two of them are
\begin{equation}
0,\qquad -\delta=-0.5\ \text{eV},\qquad -2\delta+U=1.5\ \text{eV}.
\end{equation}
One electron should transfer.

For comparison, replace $Un_\uparrow n_\downarrow$ by a mean field with equal spins, $n_\uparrow=n_\downarrow=n/2$. The interaction energy is then $Un^2/4$ and its derivative raises the dopant level by $Un/2$. Transfer stops when the dopant level meets the chain level:
\begin{equation}
-\delta+\frac{Un}{2}=0\quad\Rightarrow\quad n=\frac{2\delta}{U}=0.4 .
\end{equation}
Full diagonalisation and the self-consistent mean field give
\begin{center}
\begin{tabular}{lccc}
Coupling (eV) & Exact $n$ & Variance & Mean-field $n$\\
0.30 & 0.882 & 0.129 & 0.546\\
0.10 & 0.980 & 0.023 & 0.456\\
0.01 & 1.000 & 0.000 & 0.406
\end{tabular}
\end{center}
The exact charge approaches one and its fluctuations die out. The mean field approaches 0.4. This is not PBE: its energy at $n=1$ is itself wrong by $U/4$, because it gives a single electron half of each spin. What it shares with PBE is an energy that curves upwards between the integers, where the exact one is straight.

\textbf{Q.} At a coupling of 0.30 eV the exact charge is fractional too.

\textbf{A.} Yes, and there it is real. Tunnelling mixes charge states, and the variance shows it. A dopant in contact with the channel can have a genuine fractional charge by this route.

Resonance is the other exception. Set $\delta=0$ and keep the coupling at 0.01 eV. The exact result is $n=0.501$ with variance 0.250. The states with zero and one transferred electron are degenerate, so even a weak coupling mixes them equally.

Ozone at 1 nm is far from this. An electron at the Fermi level sees a barrier of about $W$, if the lowering of the barrier by the image force is neglected. If it has no momentum along the sheet, its density decays as $e^{-2\kappa d}$ with $\kappa=\sqrt{2W}$ in atomic units. Over 1 nm the factor is $3.6\times10^{-10}$. This is an upper estimate for graphene, whose Fermi electrons have a large momentum along the sheet and decay faster. If the coupling at contact were 1 eV, an assumed scale, the amplitude factor would reduce it to about $2\times10^{-5}$ eV, against a charging cost above 1 eV. Heat does not help: the PBE cost is 72 times the thermal energy at 300 K.

\section*{Supercells and many dopants}

\textbf{Q.} My calculation had one ozone in a periodic cell, and experiments see an average over many molecules. Surely that average can be fractional?

\textbf{A.} It can. If one dopant in five is an anion and four are neutral, the mean is 0.2 electrons. That is integer charging of a fraction of the dopants, not partial charging of each. Their electrostatic fields differ: the first has a few full charges as scattering centres, the second many weak ones. A cell with one dopant cannot represent the first, because every copy must carry the same charge.

The cell also changes the spurious number. Let $\mathbf R$ run over the lattice of dopants. Each molecule feels the other dopants and all the images, so the level shift per unit charge is
\begin{equation}
s=-\frac1{2d}+\sum_{\mathbf R\ne0}\left(\frac1R-\frac1{\sqrt{R^2+4d^2}}\right).
\end{equation}
For a square cell of side 2 nm and $d=1$ nm this is $+1.710$ eV per electron: repulsion between the copies outweighs the attraction to the images.

Graphene also responds by lowering its Fermi level. With two spins and two valleys, a hole density $p$ fills $p=4\pi k_F^2/(2\pi)^2=k_F^2/\pi$, so
\begin{equation}
\Delta W=\hbar v k_F=\hbar v\sqrt{\pi p}.
\end{equation}
I take a rough $v=10^6$ m/s and $p=q/(4\ \text{nm}^2)$. The balance
\begin{equation}
-1.706+(9.100+1.710)q-0.496q^2+\Delta W(q)=0
\end{equation}
is met at $q=0.139$, where $\Delta W=0.217$ eV. The apparent hole density is
\begin{equation}
p=\frac{0.139}{4\ \text{nm}^2}=3.5\times10^{12}\ \text{cm}^{-2}.
\end{equation}
That would matter in a transistor, yet in this model it comes wholly from the curvature of $E(q)$. A whole electron in every cell would cost even more than one isolated transfer: the image gain of 0.360 eV is replaced by a penalty $s/2=0.855$ eV, before the Fermi-level shift is added.

\section*{How far the numbers can be trusted}

\textbf{Q.} Would a better molecule or a better graphene sheet rescue my interpretation?

\textbf{A.} Consider the changes one at a time. The larger def2-TZVPD basis raises the neutral PBE level by 0.06 eV, which would lower $q$ by about 0.007 if the slope of the level stayed the same. It changes the PBE affinity by $-0.06$ eV. A finer integration grid moves the level by less than 0.001 eV.

The sheet need not screen like a perfect metal. With no image at all $q$ is 0.189, and with the full image 0.206; a weaker image lies between. If one takes the linear response of undoped graphene, with static polarisability $k/(4\hbar v)$ at wave number $k$, the image has 0.775 of its metallic strength and $q=0.202$.

Geometry matters slightly more. The anion gains 0.440 eV on going from the neutral geometry to the anion geometry chosen above. Optimising the bond lengths at fixed angles would change the PBE affinity by only about 0.01 eV. For harmonic nuclei pushed by a force proportional to $q$, the gain is $0.440\,q^2$ eV and lowers the level by $0.880\,q$ eV. The estimate rises to $q=0.231$; relaxing the bond length directly at fractional charge, with the angle held at $117^\circ$, gives about 0.24. Relaxation enlarges the fraction but does not make it physical.

\textbf{Q.} But ozone does p-dope graphene in the laboratory.

\textbf{A.} It does, and this model does not deny it. The value $W=4.5$ eV is typical of graphene, and the measured affinity of ozone is roughly 2 eV, below both computed ones, which would make the transfer cost more still. The untypical choice is the clean vacuum gap of 1 nm. A molecule on the surface is about 0.3 nm away. If the point-image formula is pushed to that distance, the image energy is $0.360/0.3=1.2$ eV and the integer cost falls to about 1.0 eV with PBE or 0.6 to 0.8 eV with LC-$\omega$PBE, depending on the neutral solution. The formula is unreliable there, and overlap and chemical reaction enter. A polarisable spacer or charged defects can also stabilise the anion; at 1 nm they would have to supply a further 1.4 to 2.0 eV, depending on whether a computed or the measured affinity is used, to make transfer favourable. Which of these acts in a given sample is not settled by this calculation, and the spurious fifth of an electron does not settle it either.

\textbf{Q.} What should I do with my next dopant?

\textbf{A.} Compute the neutral molecule and the anion as whole-electron states, and compare $W-A$ with the electrostatic energy at your distance. Then follow the frontier level as $q$ changes. If it climbs to the Fermi level and stops there, you have found equation (\ref{stationary}). Increase the separation, keeping the cell much wider than the gap: away from degeneracy, the exact charge tends to a whole number (zero or one in the cases compared here) as the overlap fades, while this one settles at a fractional plateau. In a cell of fixed width the dopant layer and the sheet act as a capacitor, so the slope $s$ grows linearly with $d$ at large $d$ and the spurious charge falls slowly instead. Finally, repeat the calculation with a functional whose $E(q)$ is nearly straight for that molecule, and check that it also describes the channel's work function.

\textbf{Q.} Then my 0.2 electrons is a correct result of the calculation, but the property it describes belongs to the functional.

\textbf{A.} For this distant molecule, yes. For one in contact with the sheet, the same number would leave the question open.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Model: hopping 1 eV, U = 2.5 eV, level depth = 0.5 eV
Coupling 0.30 eV: exact n = 0.8818, variance = 0.1292, smooth n = 0.5460
Coupling 0.10 eV: exact n = 0.9795, variance = 0.0232, smooth n = 0.4559
Coupling 0.01 eV: exact n = 0.9998, variance = 0.0003, smooth n = 0.4062
Weak-coupling prediction, smooth energy: n = 0.4000
Exact at resonance, coupling 0.01 eV: n = 0.5007, variance = 0.2500
Ozone-graphene: W = 4.5 eV, d = 1.0 nm
Neutral geometry: 1.27 angstrom, 117.0 degree
Anion geometry: 1.35 angstrom, 115.0 degree
PBE level at q = 0.00: -6.206 eV
PBE level at q = 0.25: -3.962 eV
PBE level at q = 0.50: -1.780 eV
PBE level at q = 1.00: 2.356 eV
E(0.5)-E(0): total energies -1.9861 eV, levels -1.9861 eV
Image energy of one electron: 0.360 eV
PBE fractional transfer at 1 nm: 0.2061 electrons
Level mismatch in SCF at this q: -0.0004 eV
PBE energy relative to neutral at this q: -0.1752 eV
PBE fractional transfer at 2 nm: 0.1974 electrons
PBE fractional transfer at 5 nm: 0.1925 electrons
PBE fractional transfer at inf nm: 0.1894 electrons
PBE affinity: vertical 1.829 eV, anion geometry 2.269 eV
PBE cost of integer transfer at 1 nm: 1.871 eV
Mean level slope, q = 0 to 0.5: PBE 8.853, LC-wPBE 0.605 eV/electron
LC-wPBE levels: q = 0 -2.862 eV, q = 0.5 -2.560 eV; anion -3.154 eV
LC-wPBE affinity, anion geometry: 2.715 eV
LC-wPBE cost: half electron 0.809 eV, integer transfer 1.425 eV
Basis shift to def2-TZVPD: level 0.057 eV, affinity -0.059 eV
Estimated basis shift of q: -0.0069 electrons
Grid shift of neutral level: 0.00017 eV
Intrinsic-graphene image strength / metal: 0.775; q = 0.2021
Anion relaxation: 0.440 eV; relaxed estimate q = 0.2310
Tunnelling density factor at 1 nm: 3.63e-10
PBE integer cost / thermal energy at 300 K: 72.4
Square supercell side: 2.0 nm; electrostatic slope 1.710 eV/electron
Supercell estimate: q = 0.1386, Fermi shift = 0.217 eV
Apparent hole density in supercell: 3.47e+12 cm^-2
\end{verbatim}
